# The Computational Standard Hydrogen Electrode from Proton Removal in Water, part 2

The aim is to obtain the potential $U$ of a redox couple Ox/Red against the standard hydrogen electrode (SHE) from simulations in periodic cells, which have no vacuum reference. The algebra uses atomic units; numerical energies are in eV and lengths in angstrom unless stated.

$W_{\rm ox}$ is the work of taking an electron from Red, and $W_{\rm dp}$ that of taking a proton from hydronium in water. The superscript "vac" marks values referred to vacuum. The bulk average potential $\bar\phi$, measured from vacuum and including any surface dipole layer, displaces the two works by $-\bar\phi$ and $+\bar\phi$ in large cells, so it cancels in their sum.

With $\beta=1/kT$, mixed energy $E_\eta=(1-\eta)E_0+\eta E_1$ and configuration integral $Z_\eta=\int e^{-\beta E_\eta}$, each work is a coupling integral over the mean gap, which can never rise with $\eta$:

$$W=\int_0^1\langle E_1-E_0\rangle_\eta\,d\eta
=-kT\ln\frac{Z_1}{Z_0}.$$

The cell reaction gives

$$eU=\mu_{\rm Ox}-\mu_{\rm Red}+\tfrac12\mu_{\rm H_2}-\mu^\circ_{\rm H^+},$$

with $\mu_{\rm Ox}-\mu_{\rm Red}=W_{\rm ox}$ and

$$\mu^\circ_{\rm H^+}=\mu^\circ_{\rm H_3O^+}-\mu_{\rm H_2O}.$$

Solutes are in ideal standard states at $c^\circ=1$ mol/L, and hydrogen is an ideal gas at 1 bar. The energy zero is bare protons and electrons at rest in vacuum.

For a cubic cell of edge $L$ and volume $V$, total charge $Q$ and permittivity $\varepsilon$, the image energy is $-\alpha Q^2/(2\varepsilon L)$ at leading order, with Madelung constant $\alpha=2.8373$. For Red of charge $z$, this leaves $-z\alpha/(\varepsilon L)$ in the summed works, besides terms of order $1/V$.

The model solvent has frozen spherical Gaussian clouds: core charge 8 and cloud charge $-8$, widths 0.35 and 0.50 angstrom, and 30 cubic angstrom per molecule. This gives $\bar\phi=3.076$ V. Its 27-site cell has $L=9.322$ angstrom; the different contents of the Ox and hydronium cells leave a residue of 0.122 eV in the sum. A surface dipole of 0.30 V was also tested.

### Counting one molecule, then many

For a single molecule, classical counting divides the configuration integral by $3!$ for the three identical protons of hydronium, and by $2!$ for water. Their ratio contains $2!/3!=1/3$.

Now take $N$ oxygen nuclei in a cell. With one hydronium present, there are $N$ choices for its oxygen. The $2N+1$ protons can be assigned in

$$N\frac{(2N+1)!}{3!\,(2!)^{N-1}}$$

ways. For $N$ water molecules the number is $(2N)!/(2!)^N$. Dividing these by the factorials of the total numbers of protons, the ratio is

$$\frac{N/[3!\,(2!)^{N-1}]}{1/(2!)^N}=\frac N3 .$$

For $N=1$ this is the single-molecule result. Listing all assignments for $N=2$ and $N=3$ gave the required ratios $2/3$ and 1.

The momentum of the extra proton contributes $1/\Lambda^3$, where $\Lambda=h/\sqrt{2\pi m_pkT}$ is its thermal wavelength. Thus the partition functions obey

$$\frac{\mathcal Q_{\rm ion}}{\mathcal Q_{\rm water}}
=\frac{N}{3\Lambda^3}\frac{Z_{\rm ion}}{Z_{\rm water}} .$$

The configuration integrals on the right refer to one fixed assignment of protons. Factors for nuclear spin are dropped here and will be dropped from hydrogen as well.

$Z_{\rm ion}$ has three more coordinates than $Z_{\rm water}$. To compare equal numbers of coordinates, the removed proton is replaced by a dummy that has no physical interaction. A spring of constant $k_d$ holds it near a point fixed relative to the water molecule. Integrating over its position gives

$$z_d=\int e^{-\beta k_dr^2/2}d^3r
=\left(\frac{2\pi kT}{k_d}\right)^{3/2}.$$

The proton work from the coupling integral is therefore

$$W_{\rm dp}=-kT\ln\frac{Z_{\rm water}z_d}{Z_{\rm ion}} .$$

Its final energy includes the spring. With labelled protons, $Z_{\rm ion}$ covers both mirror-image pyramids of hydronium. If the coupling run stays in the pyramid on the dummy's side, the computed $W_{\rm dp}$ is too low by $kT\ln2=0.018$ eV, and the factor $1/3$ must then be replaced by $2/3$. The choice of spring has no physical effect, since $W_{\rm dp}+kT\ln z_d$ contains no $z_d$. For a proton in the trial well $-12+10r^2+10r^4$, in eV with $r$ in angstrom, springs of 2.5 and 8.0 eV per square angstrom both reproduced the direct integral within $10^{-5}$ eV.

### The standard concentration

One ion in volume $V$ has concentration $1/V$. Its free energy of addition is therefore $\mu^\circ_{\rm H_3O^+}-kT\ln(c^\circ V)$. Subtracting the addition of a water molecule gives

$$\mu^\circ_{\rm H^+}
=-kT\ln\frac{\mathcal Q_{\rm ion}}{\mathcal Q_{\rm water}}
+kT\ln(c^\circ V).$$

This identifies addition at fixed volume with addition at fixed pressure, which is valid in the large-cell limit. From the definition of $W_{\rm dp}$, $Z_{\rm ion}/Z_{\rm water}=z_de^{\beta W_{\rm dp}}$. Writing $c_W=N/V$ for the water concentration,

$$-\mu^\circ_{\rm H^+}
=W_{\rm dp}+kT\ln\frac{c_Wz_d}{3c^\circ\Lambda^3}.$$

The volume has disappeared, as an intensive chemical potential requires. Concentrations in the ratio $c_W/c^\circ$ must have the same unit, as must $z_d$ and $\Lambda^3$.

This is still the result for classical nuclei. A bound proton vibrating with quantum $\hbar\omega$ has, with $x=\hbar\omega/kT$, the quantum sum

$$\sum_{n=0}^{\infty}e^{-(n+1/2)x}=\frac{e^{-x/2}}{1-e^{-x}},$$

while the classical value is $1/x$. Taking $-kT$ times the logarithms and subtracting classical from quantum gives, for the modes brought by the extra proton,

$$\Delta_q=kT\sum_i\left[\frac{x_i}{2}+\ln(1-e^{-x_i})-\ln x_i\right].$$

Since the bracket equals $\ln[2\sinh(x_i/2)/x_i]$, it tends to $x_i^2/24$ for small $x_i$ and vanishes in the classical limit. The correction raises the free energy of the bound proton, so it enters $-\mu^\circ_{\rm H^+}$ with a minus sign. The harmonic form is an approximation for a proton shared between water molecules.

### The assembled electrode

Substitution into the reaction free energy gives

$$\boxed{eU=W_{\rm ox}+W_{\rm dp}+\tfrac12\mu_{\rm H_2}
+kT\ln\frac{c_Wz_d}{3c^\circ\Lambda^3}-\Delta_q .}$$

The two works can be the vacuum values or the large-cell values:

$$(W_{\rm ox}^{\rm vac}-\bar\phi)+(W_{\rm dp}^{\rm vac}+\bar\phi)
=W_{\rm ox}^{\rm vac}+W_{\rm dp}^{\rm vac}.$$

All other terms are independent of the potential origin. The molecule ${\rm H_2}$ is neutral, so its energy does not change when a constant is added to the potential.

The nuclear mass provides another limit. For classical nuclei $U$ should not depend on the proton mass $m_p$. The hydrogen partition function contains $m_p^{3/2}$ from translation, $m_p$ from rotation and $m_p^{1/2}$ from vibration, hence $m_p^3$ in all. Half its chemical potential contributes $-\frac32kT\ln m_p$. The factor $\Lambda^{-3}$ in the proton term contributes $+\frac32kT\ln m_p$. They cancel, and $\Delta_q$ vanishes in the same limit.

### The hydrogen molecule

For real nuclei the molecular levels must be quantized. Let $\epsilon_J$ be the lowest vibrational energy at rotational quantum number $J$. The rotational sum, with nuclear spin factors removed, is

$$q_{\rm rot}=\frac14\sum_Jg_J(2J+1)e^{-\beta(\epsilon_J-\epsilon_0)},$$

where $g_J=1$ for even $J$ and 3 for odd $J$. The division by four removes the two spin states of each proton. At pressure $p^\circ$ the ideal gas has

$$\mu_{\rm H_2}=\epsilon_0-kT\ln\left(
q_{\rm rot}\frac{kT}{p^\circ\Lambda_{\rm H_2}^3}\right).$$

The electronic energy was computed with coupled cluster singles and doubles in the cc-pVQZ basis. For two electrons this is full correlation within the basis. Relativistic effects, corrections to the separation of electronic and nuclear motion, and the remaining basis error are left out.

At $298.15$ K the minimum electronic energy is $-31.9406$ eV, the zero-point energy is $0.2703$ eV and $q_{\rm rot}=1.931$. Half the lowest level is

$$\tfrac12(-31.9406+0.2703)=-15.835\ {\rm eV}.$$

The thermal term lowers this by $0.158$ eV, giving $\frac12\mu_{\rm H_2}=-15.993$ eV. The last digits are specific to the basis: cc-pV5Z lowers this value by 0.006 eV, and the basis limit lies about 0.01 eV below it.

### A worked redox potential

Take model gaps for a neutral Red in a water-like liquid, already corrected to the large-cell limit. At $\eta=0,\frac12,1$ the electron gaps are 3.3, 2.5 and 1.7 eV. The proton gaps, including the spring energy, are 17.4, 15.0 and 12.0 eV. Both sets fall with $\eta$, as required.

A parabola $g=a+b\eta+c\eta^2$ has integral $a+b/2+c/3$. Since $g_0+4g_{1/2}+g_1=6a+3b+2c$, the integral is one sixth of this combination. Therefore

$$W_{\rm ox}=\frac{3.3+4(2.5)+1.7}{6}=2.50\ {\rm eV},$$

$$W_{\rm dp}=\frac{17.4+4(15.0)+12.0}{6}=14.90\ {\rm eV}.$$

Averaging just the two proton endpoints would give 14.70 eV. The curvature contributes 0.20 eV, so a straight-line estimate would make $U$ too low by 0.20 V relative to the parabola.

For the dummy, $k_d=2.50$ eV per square angstrom and $kT=0.02569$ eV give $z_d=0.01641$ cubic angstrom. With $\Lambda=1.0074$ angstrom and $c_W/c^\circ=55.35$,

$$kT\ln\frac{c_Wz_d}{3c^\circ\Lambda^3}
=0.02569\ln\frac{55.35\times0.01641}{3\times1.0074^3}
=-0.031\ {\rm eV}.$$

Three effective proton modes of 3000, 1500 and 1000 cm$^{-1}$ give $\Delta_q=0.181$ eV. They are chosen inputs, standing for the difference between hydronium and water. The result is

$$eU=2.500+14.900-15.993-0.031-0.181=1.195\ {\rm eV}.$$

Thus $U\simeq1.2$ V against SHE for these inputs. The third decimal only keeps track of the arithmetic: going from the cc-pVTZ to the cc-pVQZ basis still moves the hydrogen term by 0.020 eV.

If the gaps refer to the spherical model solvent of the first half, its $\bar\phi=3.076$ V also gives the vacuum values:

$$W_{\rm ox}^{\rm vac}=2.500+3.076=5.576\ {\rm eV},$$

$$W_{\rm dp}^{\rm vac}=14.900-3.076=11.824\ {\rm eV}.$$

Their sum is still 17.400 eV. The absolute SHE level, expressed as an electron work relative to vacuum, is

$$W_{\rm ox}^{\rm vac}-eU=5.576-1.195=4.38\ {\rm eV}.$$

This number does need $\bar\phi$. Adding the surface dipole of $0.30$ V used earlier would raise it to 4.68 eV and leave $U$ unchanged.

### What changes at a metal surface

For a metal electrode, the electron work is minus the Fermi energy $E_F$. A cell containing both metal and water has zero average over the whole cell, and its water region generally has a different average, $\bar\phi_w$. The bulk-water cell used for the proton has average zero. The offsets are then unequal, and simply adding the works fails.

The remedy is to shift the slab potential by $-\bar\phi_w$, so that its water region also has zero average. An electron has charge $-1$, so its energy rises by $\bar\phi_w$. The aligned electron work is

$$W_M=-(E_F+\bar\phi_w).$$

If a constant $C$ is added throughout the slab cell, $E_F$ falls by $C$ and $\bar\phi_w$ rises by $C$, leaving $W_M$ unchanged. This value replaces $W_{\rm ox}$ in the boxed equation. The water layer must be thick enough to contain a bulk-like region without a macroscopic field; otherwise $\bar\phi_w$ is not one number.

### The model beside a plating bath

The volume of 30 cubic angstrom per molecule and the temperature of 298 K are roughly those of water in a room-temperature bath. The absolute level of 4.38 eV is close to the rough real value of 4.4 eV, but this is no prediction. The electron gaps drop out of the level, which is set by the chosen proton inputs, the hydrogen reference and the model's $\bar\phi$. The spherical, nonpolar solvent clouds are unlike real water molecules; they serve to show how an offset arises and cancels, and its value here follows from the chosen widths. A real bath also departs from the ideal standard state. If the activity ratio of Ox to Red is two instead of one, $U$ rises by $kT\ln2/e=0.018$ V. At pH 3 and 1 bar of hydrogen, the ideal ${\rm H^+/H_2}$ potential lies 0.18 V below SHE. A potential quoted against that electrode is correspondingly higher, with the couple itself held fixed.

Other errors can be sized for the same example. A one percent density mismatch between the two cells changes the offset difference by 0.031 V. With $\varepsilon=80$ and $L=9.322$ angstrom, the leading image term lowers the uncorrected cell sum by 0.055 eV per unit of $z$. This is not the total error: in a cell this small, the terms of order $1/V$ from the ion's cavity can be several times larger. A sharp spherical cavity of radius $R$ adds about $-(1-1/\varepsilon)2\pi R^2Q^2/(3V)$ to the cell energy, or $-0.15$ eV for $Q=1$ and $R=2$ angstrom. For $z=1$, with all cavities of that size, this lowers the sum by about 0.3 eV. They have to be calculated as well, or removed by extrapolation from several cell sizes. If the works had come from uncorrected 27-site cells, the frozen-cloud composition residue alone would have contributed $+0.122$ eV to the sum. In mobile water the cavity terms come on top of this, even for $z=0$ if the two ions have cavities of different size, so the total error can have either sign.

Raising the temperature to 333.15 K changes the reference terms by $-0.009$ eV when both works are held fixed and the dummy spring is the one chosen here. Another spring would give another number, because the spring divides the free energy differently between $W_{\rm dp}$ and the term containing $z_d$. The physical temperature dependence appears only when the changes of the works are included. Going from the cc-pVTZ to the cc-pVQZ basis changes half the hydrogen energy by 0.020 eV at a bond length of 1.4 bohr. That indicates the scale of basis sensitivity and does not bound the remaining error. Errors from an approximate density functional or from short sampling enter $W_{\rm ox}$ and $W_{\rm dp}$ directly, and the cancellation of $\bar\phi$ does not remove them. The numerical output lists the individual contributions.

## Values computed for the example and the checks

```
Temperature: 298.15 K; thermal energy: 0.02569 eV
Volume per solvent molecule: 30.0 angstrom^3
Solvent core and cloud charge: 8 e
Core, cloud widths: 0.35, 0.50 angstrom
Proton, Ox, electron widths: 0.30, 0.40, 0.90 angstrom
Madelung constant alpha: 2.837297 (no unit)
Edge of 27-site cell: 9.322 angstrom
Bulk mean potential phi: 3.076 V
27-site shift of electron work: -5.136 eV
27-site shift of proton work: 5.258 eV
Residue of sum, 27 sites: 0.1218 eV
Residue of sum, 64 sites: 0.0514 eV
Surface dipole, electron work: 0.3000 eV
Surface dipole, proton work: -0.3000 eV
Dielectric test permittivity: 4.0 (no unit)
Numerical image slope: -0.35469 hartree bohr
Predicted image slope: -0.35466 hartree bohr
H2 minimum electronic energy: -31.9406 eV
H2 zero-point energy: 0.2703 eV
H2 rotational sum: 1.9313 (no unit)
H2 standard pressure: 1.0 bar
Half H2 chemical potential: -15.9932 eV
Electron gaps at eta 0, 1/2, 1: [3.3 2.5 1.7] eV
Proton gaps at eta 0, 1/2, 1: [17.4 15.  12. ] eV
Cell electron work W_ox: 2.5000 eV
Cell proton work W_dp: 14.9000 eV
Dummy spring constant: 2.50 eV/angstrom^2
Dummy volume z_d: 0.01641 angstrom^3
Proton thermal wavelength: 1.0074 angstrom
Water concentration / 1 mol/L: 55.35 (no unit)
Counting and standard-state term: -0.0313 eV
Effective proton modes: [3000. 1500. 1000.] cm^-1
Quantum correction D_q: 0.1808 eV
Sum of all reference terms: -16.2053 eV
Potential U against SHE: 1.1947 V
Vacuum-referenced electron work: 5.5762 eV
Vacuum-referenced proton work: 11.8238 eV
Model absolute SHE level: 4.3814 eV
Neglected: 1% density mismatch: 0.0308 eV
Permittivity for image estimate: 80 (no unit)
Neglected: image term per unit z: 0.0548 eV
Proton gap curvature effect: 0.2000 eV
H2 basis change TZ to QZ, half: 0.0199 eV
Warm bath temperature: 333.15 K
Reference change, works fixed: -0.0087 eV
Ideal H+/H2 shift at pH 3, 298 K: -0.1775 V
```
